# Orbital autocorrelation and momentum moments of the hydrogenic 1s state: a numerical check

```python
"""Reciprocal form factor of a hydrogenic 1s orbital (Hartree atomic units).

Result under test: the Fourier transform of the momentum density n(p),
    B(r) = int n(p) exp(i p.r) d3p = int psi*(x) psi(x+r) d3x,
equals exp(-s)(1 + s + s^2/3) for 1s, with s = Z r.  Its expansion gives
<p^2> = Z^2 and <p^4> = 5 Z^4; its s^5 term marks the divergence of <p^6>.
Z: nuclear charge, r: displacement, p: momentum,
I(p) = 4 pi p^2 n(p): radial momentum density.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants

Z = 2.0
hartree_in_ev = physical_constants["Hartree energy in eV"][0]


def psi(r):
    return np.sqrt(Z**3 / np.pi) * np.exp(-Z * r)


def phi_formula(p):
    return 2 * np.sqrt(2) / np.pi * Z**2.5 / (p * p + Z * Z)**2


def radial_density(p):
    return 4 * np.pi * p * p * phi_formula(p)**2


def closed_form(r):
    s = Z * r
    return np.exp(-s) * (1 + s + s * s / 3)


nodes, weights = np.polynomial.legendre.leggauss(80)


def overlap_direct(r):
    """Two-centre integral over the distances x and t from both centres."""
    total = 0.0
    for low, high in ((0.0, r), (r, r + 20.0 / Z)):
        x = 0.5 * (high + low) + 0.5 * (high - low) * nodes
        wx = 0.5 * (high - low) * weights
        t_low, t_high = np.abs(x - r), x + r
        half = 0.5 * (t_high - t_low)
        t = 0.5 * (t_high + t_low)[:, None] + half[:, None] * nodes
        inner = half * ((t * psi(t)) @ weights)
        total += np.sum(wx * x * psi(x) * inner)
    return 2 * np.pi / r * total


def from_momentum(r):
    return quad(lambda p: radial_density(p) * np.sinc(p * r / np.pi),
                0, 200, limit=1000, epsabs=1e-11, epsrel=1e-11)[0]


# General identity, including its sign, for a complex packet in one dimension
def packet(x):
    return np.exp(-x * x / 2 + 0.7j * x) * (1 + (0.5 + 0.3j) * x)


x_grid = np.linspace(-11, 11, 801)
p_grid = np.linspace(-10, 10, 601)
dx, dp = x_grid[1] - x_grid[0], p_grid[1] - p_grid[0]
packet_phi = np.exp(-1j * np.outer(p_grid, x_grid)) @ packet(x_grid)
packet_phi *= dx / np.sqrt(2 * np.pi)
shift = 0.8
side_x = np.sum(packet(x_grid).conj() * packet(x_grid + shift)) * dx
side_p = np.sum(abs(packet_phi)**2 * np.exp(1j * p_grid * shift)) * dp
assert abs(side_x - side_p) < 1e-10
assert abs(side_x.imag) > 0.1

# Momentum orbital from the radial sine transform of psi
for p in (0.3, 1.0, 2.5, 6.0):
    numeric = np.sqrt(2 / np.pi) / p * quad(
        lambda r: r * np.sin(p * r) * psi(r), 0, 25,
        limit=500, epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(numeric - phi_formula(p)) < 1e-9

# Symbolic overlaps at Z = 1 in spheroidal coordinates
s, u, r_sym = sp.symbols("s u r", positive=True)
xi, eta = sp.symbols("xi eta", real=True)


def spheroidal_bracket(prefactor):
    """Overlap times exp(s), for integrand prefactor*exp(-(ra+rb))."""
    inner = sp.integrate(sp.expand(prefactor * (xi**2 - eta**2)),
                         (eta, -1, 1))
    poly = sp.Poly(sp.expand(inner.subs(xi, 1 + u / s)), u)
    total = sum(c * sp.factorial(k[0]) for k, c in poly.terms())
    return sp.expand(total * (s / 2)**3 * 2 * sp.pi / s)


def square_integral(f):
    integrand = sp.expand(sp.simplify(4 * sp.pi * r_sym**2 * f**2))
    return sp.simplify(sp.integrate(integrand, (r_sym, 0, sp.oo)))


def laplacian(f):
    return sp.simplify(sp.diff(r_sym**2 * sp.diff(f, r_sym), r_sym)
                       / r_sym**2)


def coefficients(expression):
    series = sp.expand(sp.series(expression, s, 0, 8).removeO())
    return [series.coeff(s, k) for k in range(8)]


bracket = sp.expand(spheroidal_bracket(sp.Integer(1)) / sp.pi)
assert sp.simplify(bracket - (1 + s + s**2 / 3)) == 0
coef = coefficients(sp.exp(-s) * bracket)
assert coef[0] == 1 and coef[1] == 0 and coef[3] == 0

# Moments from the series against gradient and Laplacian norms
orbital = sp.exp(-r_sym) / sp.sqrt(sp.pi)
p2_unit, p4_unit = -6 * coef[2], 120 * coef[4]
assert sp.simplify(square_integral(sp.diff(orbital, r_sym)) - p2_unit) == 0
assert sp.simplify(square_integral(laplacian(orbital)) - p4_unit) == 0
false_p6_unit = -5040 * coef[6]
assert false_p6_unit < 0

# Control without a cusp: (1+r)exp(-r)
ra, rb = s * (xi + eta) / 2, s * (xi - eta) / 2
smooth = (1 + r_sym) * sp.exp(-r_sym)
smooth_norm = square_integral(smooth)
smooth_bracket = sp.expand(
    spheroidal_bracket((1 + ra) * (1 + rb)) / smooth_norm)
smooth_coef = coefficients(sp.exp(-s) * smooth_bracket)
smooth_p6 = sp.simplify(
    square_integral(sp.diff(laplacian(smooth), r_sym)) / smooth_norm)
assert smooth_coef[0] == 1
assert smooth_coef[5] == 0 and smooth_coef[7] == 0
assert sp.simplify(smooth_p6 + 5040 * smooth_coef[6]) == 0

# Moments by momentum quadrature at the chosen Z
moment = {k: quad(lambda p: p**k * radial_density(p), 0, np.inf,
                  limit=500)[0] for k in (0, 2, 4)}
assert abs(moment[0] - 1) < 1e-8
assert abs(moment[2] - float(p2_unit) * Z**2) < 1e-6
assert abs(moment[4] - float(p4_unit) * Z**4) < 1e-5

# Tail integral that fixes the fifth-order coefficient
with mp.workdps(50):
    def tail_integrand(x):
        return (mp.sin(x) - x + x**3 / 6 - x**5 / 120) / x**7

    end = mp.mpf(60)
    tail_integral = mp.quad(tail_integrand, mp.linspace(0, end, 13),
                            method="gauss-legendre")
    # Polynomial part beyond the end point; the sine part is below 1e-12
    tail_integral += -1 / (5 * end**5) + 1 / (18 * end**3) - 1 / (120 * end)
    tail_integral = float(tail_integral)
assert abs(tail_integral + np.pi / 1440) < 1e-10
tail_constant = 32 * Z**5 / np.pi
fifth = float(coef[5]) * Z**5
assert abs(tail_constant * tail_integral - fifth) < 1e-6

# Linear growth of the sixth moment with its upper cutoff
growth = quad(lambda p: p**6 * radial_density(p), 400, 800)[0] / 400
assert abs(growth / tail_constant - 1) < 1e-4

print("He+ 1s, nuclear charge Z =", int(Z))
print("B(r), dimensionless; r in bohr")
print("r      overlap     momentum    formula     series to r^4")
for r in (0.1, 0.25, 0.5, 1.0, 2.0):
    direct, fourier, formula = overlap_direct(r), from_momentum(r), closed_form(r)
    assert abs(direct - formula) < 1e-11
    assert abs(fourier - formula) < 1e-8
    short = 1 - moment[2] * r**2 / 6 + moment[4] * r**4 / 120
    print(f"{r:4.2f}  {direct:10.7f}  {fourier:10.7f}  "
          f"{formula:10.7f}  {short:10.7f}")

print("Series coefficients of B in s = Z r (dimensionless):")
for k in range(8):
    print(f"  s^{k}: {coef[k]}")
print(f"<p^2> by momentum quadrature = {moment[2]:.6f} a.u.")
print(f"<p^4> by momentum quadrature = {moment[4]:.5f} a.u.")
print(f"kinetic energy = {moment[2] / 2:.6f} hartree"
      f" = {moment[2] / 2 * hartree_in_ev:.4f} eV")

print("Moments read from the overlap at small r (r in bohr, a.u.):")
print("r       6(1-B)/r^2   120(B-1+<p^2>r^2/6)/r^4")
exact_p2, exact_p4 = float(p2_unit) * Z**2, float(p4_unit) * Z**4
error2, slope4 = {}, {}
for r in (0.2, 0.1, 0.05):
    value = overlap_direct(r)
    estimate2 = 6 * (1 - value) / r**2
    estimate4 = 120 * (value - 1 + exact_p2 * r**2 / 6) / r**4
    error2[r] = exact_p2 - estimate2
    slope4[r] = (estimate4 - exact_p4) / r
    print(f"{r:4.2f}  {estimate2:10.5f}   {estimate4:10.4f}")
limit_slope = 2 * slope4[0.05] - slope4[0.1]
assert abs(limit_slope / (120 * fifth) - 1) < 5e-3
assert 3.5 < error2[0.1] / error2[0.05] < 4.1
print(f"error ratio of <p^2> estimate, r=0.1 to 0.05:"
      f" {error2[0.1] / error2[0.05]:.3f}")
print(f"slope of <p^4> estimate as r->0: {limit_slope:.2f} a.u.")
print(f"slope from r^5 coefficient: {120 * fifth:.2f} a.u.")

print(f"tail constant C of I(p) -> C/p^6: {tail_constant:.4f} a.u.")
print(f"tail integral (dimensionless): {tail_integral:.9f}")
print(f"r^5 coefficient of B: {fifth:.6f} bohr^-5")
print("Integral of p^6 I(p) up to cutoff P (both a.u.):")
for cutoff in (10, 20, 40, 80):
    partial = quad(lambda p: p**6 * radial_density(p), 0, cutoff,
                   limit=500)[0]
    print(f"  P = {cutoff:2d}: {partial:.2f}")
print(f"false <p^6> from r^6 coefficient: {float(false_p6_unit) * Z**6:.1f} a.u.")
print("Cuspless control (1+r)exp(-r), a.u.:")
print(f"  coefficients r^5, r^6, r^7: {smooth_coef[5]}, "
      f"{smooth_coef[6]}, {smooth_coef[7]}")
print(f"  <p^6> from derivatives: {smooth_p6}")
print("tests ok")
```

It prints:

```
He+ 1s, nuclear charge Z = 2
B(r), dimensionless; r in bohr
r      overlap     momentum    formula     series to r^4
0.10   0.9933933   0.9933933   0.9933933   0.9934000
0.25   0.9603402   0.9603402   0.9603402   0.9609375
0.50   0.8583854   0.8583854   0.8583854   0.8750000
1.00   0.5864529   0.5864529   0.5864529   1.0000000
2.00   0.1892616   0.1892616   0.1892616   9.0000000
Series coefficients of B in s = Z r (dimensionless):
  s^0: 1
  s^1: 0
  s^2: -1/6
  s^3: 0
  s^4: 1/24
  s^5: -1/45
  s^6: 1/144
  s^7: -1/630
<p^2> by momentum quadrature = 4.000000 a.u.
<p^4> by momentum quadrature = 80.00000 a.u.
kinetic energy = 2.000000 hartree = 54.4228 eV
Moments read from the overlap at small r (r in bohr, a.u.):
r       6(1-B)/r^2   120(B-1+<p^2>r^2/6)/r^4
0.20     3.87023      64.8850
0.10     3.96401      71.9765
0.05     3.99052      75.8637
error ratio of <p^2> estimate, r=0.1 to 0.05: 3.795
slope of <p^4> estimate as r->0: -85.22 a.u.
slope from r^5 coefficient: -85.33 a.u.
tail constant C of I(p) -> C/p^6: 325.9493 a.u.
tail integral (dimensionless): -0.002181662
r^5 coefficient of B: -0.711111 bohr^-5
Integral of p^6 I(p) up to cutoff P (both a.u.):
  P = 10: 1524.42
  P = 20: 4537.60
  P = 40: 10928.08
  P = 80: 23901.10
false <p^6> from r^6 coefficient: -2240.0 a.u.
Cuspless control (1+r)exp(-r), a.u.:
  coefficients r^5, r^6, r^7: 0, -1/5040, 0
  <p^6> from derivatives: 1
tests ok
```
